\section*{Steady ionic current through identical hopping barriers in a thin oxide, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from a single hop to the current through the film}

An oxide film of thickness $L$ lies between two interfaces. Mobile ionic defects of charge $q$ cross it by thermally activated hops between parallel planes, numbered $k=0,1,\ldots,N$ and placed at $x_k=2ak$. Neighbouring planes are separated by one barrier, so there are $N$ barriers and $L=2aN$. Without a field all wells have the same energy and all barriers have the same height $W$. A uniform electric field has the component $E$ along $x$; both $q$ and $E$ carry their signs.

Let $n_k$ be the number of defects per unit area on plane $k$. The interfacial reactions are taken to be fast enough to hold $n_0$ and $n_N$ at given values. The defects are dilute: they do not block each other's sites, and their own charge does not disturb the field noticeably. They hop to nearest planes and lose the memory of one hop before the next. Fluxes count particles per unit area and time and are positive towards increasing $x$.

\subsection*{(a) The flux over one barrier}

\textit{The barrier tops lie midway between the planes. Find the net flux $J_k$ from plane $k-1$ to plane $k$ in the field.}

\textbf{Solution.} The field adds $-qEx$ to the energy of a defect. Taking the energy of plane 0 as zero, the wells have energies
\begin{equation}
U_k=-2k\,qEa .
\end{equation}
The top between planes $k-1$ and $k$ is at $x=(2k-1)a$ and has energy
\begin{equation}
B_k=W-(2k-1)\,qEa .
\end{equation}
A forward hop starts from plane $k-1$ and must climb
\begin{align}
B_k-U_{k-1}&=W-(2k-1)qEa+2(k-1)qEa\nonumber\\
&=W-qEa .
\end{align}
A backward hop over the same top starts from plane $k$ and must climb
\begin{equation}
B_k-U_k=W-(2k-1)qEa+2k\,qEa=W+qEa .
\end{equation}
The shifts are equal and opposite because the top is halfway between the wells. Each involves $a$, half the hop length, since the defect has moved by $a$ when it reaches the top.

Let $\nu$ be the attempt frequency in one direction. With the Boltzmann factor for each climb, and the definitions
\begin{equation}
R=\nu e^{-W/k_BT},\qquad \gamma=\frac{qEa}{k_BT},
\label{eq:def}
\end{equation}
the forward rate per defect is $Re^{\gamma}$ and the backward rate is $Re^{-\gamma}$. Multiplying each rate by the density on the plane from which the hop starts gives
\begin{equation}
J_k=R\left(n_{k-1}e^{\gamma}-n_ke^{-\gamma}\right).
\label{eq:hop}
\end{equation}

The rates require both climbs to be much higher than $k_BT$, so $W-|qEa|\gg k_BT$. If the field nearly removes the barrier, motion is no longer a sequence of rare activated hops and \eqref{eq:hop} fails. The ratio of forward to backward rates is $e^{2\gamma}$. This is the Boltzmann ratio for two wells whose energies differ by $2qEa$, so the rates permit thermal equilibrium.

\subsection*{(b) The recursion in the steady state}

\textit{Show that the steady flux is the same over every barrier, and express $n_k$ through $n_{k-1}$ and this flux.}

\textbf{Solution.} An interior plane gains defects over the barrier on its left and loses them over the barrier on its right. Since defects are neither made nor destroyed inside the film,
\begin{equation}
\frac{dn_k}{dt}=J_k-J_{k+1},\qquad k=1,\ldots,N-1.
\label{eq:balance}
\end{equation}
In the steady state the left side vanishes. Thus $J_1=J_2=\cdots=J_N=J$. The end planes are not governed by \eqref{eq:balance}; the interfaces supply or remove whatever keeps their densities fixed.

Setting $J_k=J$ in \eqref{eq:hop} and dividing by $R$,
\begin{equation}
\frac{J}{R}=n_{k-1}e^{\gamma}-n_ke^{-\gamma}.
\end{equation}
Moving the term in $n_k$ to the left and multiplying by $e^{\gamma}$ gives
\begin{equation}
n_k=r\,n_{k-1}-c,\qquad r=e^{2\gamma},\qquad c=\frac{J}{R}e^{\gamma}.
\label{eq:rec}
\end{equation}
At zero flux the density would grow by the equilibrium factor $r$ from plane to plane. A flux towards positive $x$ lowers the next density by $c$ relative to that value.

\subsection*{(c) Summing the recursion}

\textit{Use the two fixed densities to find $J$ in closed form. Treat $\gamma=0$ separately.}

\textbf{Solution.} The first two applications of \eqref{eq:rec} are
\begin{align}
n_1&=r n_0-c,\\
n_2&=r(rn_0-c)-c=r^2n_0-c(1+r).
\end{align}
They suggest
\begin{equation}
n_k=r^kn_0-c\sum_{m=0}^{k-1}r^m .
\label{eq:iter}
\end{equation}
To prove this by induction, assume it for $k$ and apply \eqref{eq:rec} once more:
\begin{align}
n_{k+1}&=r^{k+1}n_0-c\sum_{m=0}^{k-1}r^{m+1}-c\nonumber\\
&=r^{k+1}n_0-c\left(\sum_{m=1}^{k}r^m+1\right)
=r^{k+1}n_0-c\sum_{m=0}^{k}r^m .
\end{align}
This is \eqref{eq:iter} with $k+1$ in place of $k$.

Call the sum $S_k=1+r+\cdots+r^{k-1}$. Then $rS_k-S_k=r^k-1$, because all intermediate terms cancel. For $r\ne1$,
\begin{equation}
S_k=\frac{r^k-1}{r-1}.
\label{eq:geom}
\end{equation}
At the last plane, $n_N=r^Nn_0-cS_N$, so
\begin{equation}
c=\frac{(r-1)(r^Nn_0-n_N)}{r^N-1}.
\label{eq:c}
\end{equation}
Since $J=Rce^{-\gamma}$, the prefactor contains
\begin{equation}
e^{-\gamma}(r-1)=e^{-\gamma}(e^{2\gamma}-1)=e^{\gamma}-e^{-\gamma}=2\sinh\gamma .
\end{equation}
Dividing numerator and denominator of the remaining fraction by $r^N=e^{2N\gamma}$ gives
\begin{equation}
\boxed{J=2R\sinh\gamma\,
\frac{n_0-n_Ne^{-2N\gamma}}{1-e^{-2N\gamma}} .}
\label{eq:main}
\end{equation}
The electric current density is $qJ$.

At $\gamma=0$, $r=1$ and each of the $N$ terms in the sum equals one. Then $n_N=n_0-cN$ with $c=J/R$, and
\begin{equation}
J=\frac{R(n_0-n_N)}{N}.
\label{eq:zero}
\end{equation}
Formula \eqref{eq:main} approaches the same value as $\gamma\to0$: the prefactor tends to $2R\gamma$, the denominator to $2N\gamma$, and the numerator to $n_0-n_N$.

Reversing the $x$ axis provides a check on signs. It exchanges $n_0$ with $n_N$ and changes $\gamma$ to $-\gamma$. The right side of \eqref{eq:main} becomes
\begin{equation}
-2R\sinh\gamma\,\frac{n_N-n_0e^{2N\gamma}}{1-e^{2N\gamma}}
=-2R\sinh\gamma\,\frac{n_0-n_Ne^{-2N\gamma}}{1-e^{-2N\gamma}},
\end{equation}
where numerator and denominator were multiplied by $-e^{-2N\gamma}$. The flux changes sign, as it must.

The result was also compared with direct numerical solutions of the linear balance equations. The cases were $N=2,5,12$, with $\gamma=-0.8,-0.05,0,0.3,1.7$ and $(n_0,n_N)=(3,1),(0.2,2),(1,0)$ in arbitrary density units. The largest flux difference was $4\times10^{-14}$ of the predicted flux, with a floor of $10^{-3}$ in units of $R$ times density on the comparison scale.

\subsection*{(d) The density inside the film}

\textit{Find $n_k$ and show that no interior density is negative.}

\textbf{Solution.} Inserting \eqref{eq:geom} and \eqref{eq:c} into \eqref{eq:iter},
\begin{align}
n_k&=r^kn_0-(r^k-1)\frac{r^Nn_0-n_N}{r^N-1}\nonumber\\
&=n_0+(r^k-1)\left[n_0-\frac{r^Nn_0-n_N}{r^N-1}\right].
\end{align}
The bracket, over the common denominator, is
\begin{equation}
\frac{r^Nn_0-n_0-r^Nn_0+n_N}{r^N-1}=\frac{n_N-n_0}{r^N-1}.
\end{equation}
Consequently
\begin{equation}
n_k=n_0+(n_N-n_0)f_k,\qquad
f_k=\frac{e^{2k\gamma}-1}{e^{2N\gamma}-1}.
\label{eq:profile}
\end{equation}
At zero field the limit is $f_k=k/N$, a straight line.

For positive $\gamma$, $e^{2k\gamma}$ rises with $k$, so $f_k$ rises from zero to one. For negative $\gamma$, numerator and denominator are both negative, and $f_k$ again rises from zero to one. Hence $n_k=(1-f_k)n_0+f_kn_N$ is a weighted mean of two nonnegative densities, with nonnegative weights.

When $\gamma>0$ and $e^{2N\gamma}\gg1$, a plane $m$ steps before the far interface has $f_{N-m}\simeq e^{-2m\gamma}$ as long as $e^{2(N-m)\gamma}\gg1$. For small $\gamma$, most of the density change is then confined to a layer of about $1/(2\gamma)$ plane spacings at the far end; for $\gamma$ above one, most of it falls between the last two planes. The field carries the source density through the rest of the film.

\subsection*{(e) Direction and zero of the current}

\textit{When does the current vanish, and what fixes its direction?}

\textbf{Solution.} In \eqref{eq:main}, $\sinh\gamma$ and $1-e^{-2N\gamma}$ have the same sign. Their ratio is positive for either field direction. The sign of $J$ is therefore the sign of $n_0-n_Ne^{-2N\gamma}$, and the flux vanishes when
\begin{equation}
\frac{n_N}{n_0}=e^{2N\gamma}=e^{qEL/k_BT}.
\label{eq:equil}
\end{equation}
Here $2N\gamma=qE(2aN)/k_BT=qEL/k_BT$. The condition is the Boltzmann distribution between two end planes whose energies differ by $qEL$. Neither $R$ nor $N$ at fixed $L$ appears: the kinetics determine how fast defects move, while equilibrium determines where the flux stops.

A field can thus drive defects against a concentration difference. Conversely, diffusion can drive them against a field that is too weak to satisfy \eqref{eq:equil}.

\subsection*{(f) Weak and strong fields}

\textit{Compare the result with drift and diffusion in a continuum, and find its limits for a large energy drop.}

\textbf{Solution.} Write the density per volume as $C=n/(2a)$. Splitting the exponentials in \eqref{eq:hop} into even and odd parts gives
\begin{equation}
J_k=R\left[(n_{k-1}-n_k)\cosh\gamma+(n_{k-1}+n_k)\sinh\gamma\right].
\end{equation}
For a slowly varying density and small $|\gamma|$, the difference is $-4a^2\,dC/dx$, while the sum is $4aC$. To leading order,
\begin{equation}
J=-D\frac{dC}{dx}+D\frac{qE}{k_BT}C,\qquad D=4a^2R,
\label{eq:dd}
\end{equation}
because $4aR\gamma=4a^2R\,qE/k_BT$.

To solve \eqref{eq:dd} at constant $J$, put $b=qE/k_BT$ and multiply by $e^{-bx}$:
\begin{equation}
Je^{-bx}=-D\frac{d}{dx}\left(Ce^{-bx}\right).
\end{equation}
Integration from $0$ to $L$ yields $J(1-e^{-bL})/b=D(C_0-C_Le^{-bL})$. Since $b=\gamma/a$ and $bL=2N\gamma$,
\begin{equation}
J_{\rm cont}=4aR\gamma\,
\frac{C_0-C_Le^{-2N\gamma}}{1-e^{-2N\gamma}} .
\end{equation}
Substituting $n=2aC$ in \eqref{eq:main} gives the same expression with $\sinh\gamma$ in place of $\gamma$. At equal end densities and nonzero flux,
\begin{equation}
\frac{J}{J_{\rm cont}}=\frac{\sinh\gamma}{\gamma}=1+\frac{\gamma^2}{6}+\cdots .
\label{eq:ratio}
\end{equation}
The condition for a continuum description of this flux is a small energy drop per hop. The total drop may still be many $k_BT$.

If $\gamma>0$, $e^{-2N\gamma}\ll1$ and $n_Ne^{-2N\gamma}\ll n_0$, then
\begin{equation}
J\simeq2Rn_0\sinh\gamma .
\label{eq:sat}
\end{equation}
At fixed field this depends neither on thickness nor on the far density. If also $e^{-2(N-1)\gamma}\ll1$ and $n_N$ does not greatly exceed $n_0$, the first interior plane has nearly the source density, so the net flux is the difference of $Rn_0e^\gamma$ and $Rn_0e^{-\gamma}$. If also $e^{-2\gamma}\ll1$, backward hops are negligible and $J\simeq Rn_0e^\gamma$. The last condition is stronger: a large drop over the film does not imply a large drop over each hop.

\section*{Second half: relaxation, oxide growth and limits of the model}

Planes $k=0,\ldots,N$ are separated by $2a$, and $L=2aN$. The areal density on a plane is $n_k$, with $n_0$ and $n_N$ fixed. The zero-field hop rate is $R=\nu e^{-W/k_BT}$, and $\gamma=qEa/k_BT$. The first half gave the steady flux \eqref{eq:main}, the profile \eqref{eq:profile}, and the large-drop limit $J\simeq2Rn_0\sinh\gamma$ of \eqref{eq:sat}. Positive $J$ points from plane 0 to plane $N$.

\subsection*{(g) How the steady state is reached}

\textit{Find the decay rates of a disturbance when the end densities remain fixed.}

\textbf{Solution.} Let $\delta_k$ be the deviation of $n_k$ from its steady value; then $\delta_0=\delta_N=0$. Subtracting the steady balance from the time-dependent balance \eqref{eq:balance} gives
\begin{equation}
\frac{d\delta_k}{dt}=R\left[e^\gamma\delta_{k-1}
-(e^\gamma+e^{-\gamma})\delta_k+e^{-\gamma}\delta_{k+1}\right].
\end{equation}
Set $\delta_k=e^{\gamma k}\phi_k$. The first term becomes $e^{\gamma k}\phi_{k-1}$ and the last becomes $e^{\gamma k}\phi_{k+1}$. After division by $e^{\gamma k}$,
\begin{equation}
\frac{d\phi_k}{dt}=R\left[\phi_{k-1}+\phi_{k+1}-2\cosh\gamma\,\phi_k\right].
\end{equation}
This system is symmetric. The functions $\phi_k=\sin(\pi jk/N)$ vanish at both ends and satisfy $\phi_{k-1}+\phi_{k+1}=2\cos(\pi j/N)\phi_k$, by the addition theorem for sines. They decay as $e^{-\lambda_jt}$ with
\begin{equation}
\lambda_j=2R\left[\cosh\gamma-\cos\frac{\pi j}{N}\right],
\qquad j=1,\ldots,N-1.
\label{eq:lambda}
\end{equation}
Every rate is positive because $\cosh\gamma\ge1$ and the cosine is below one. The $N-1$ modes are independent and span all interior disturbances, so the steady state is stable.

The factor $e^{\gamma k}$ can delay the visible decay: a disturbance may first drift across the film. An isolated defect advances at a mean rate $R(e^\gamma-e^{-\gamma})$ planes per unit time, which gives a transit time $N/(2R\sinh\gamma)$ for $\gamma>0$. For $2N\gamma\gg1$, both this time and $1/\lambda_1$ must be short compared with the time in which the film thickness changes appreciably. In a weak field, with $2N\gamma\ll1$, diffusion crosses the film before drift does, and only $1/\lambda_1$ need be short.

The steady flux over the $N$ barriers is now known in closed form, together with the density profile, the condition for zero current, the weak- and strong-field limits and the rates at which the steady state is reached. What remains is to treat a sinusoidal barrier, apply the result to the growth of a cuprous oxide film, and judge the effects the model neglects.
